# Why the constrained-path Monte Carlo energy is not an upper bound: a program that tests the result

```python
# Constrained-path (CP) Monte Carlo energy is not an upper bound.
# Result under test (time step -> 0, real fields): the stationary constrained state
# Psi_c obeys (H - E_c) Psi_c = -D, D = flux of determinants killed on <T|phi> = 0.
# Hence E_mix = E_c, E_var = E_c - <Psi_c|D>/<Psi_c|Psi_c> >= E0,
# E_c - E0 = <Psi0|D>/<Psi0|Psi_c> (either sign, linear in the trial error).
# Model: two-orbital Kanamori atom, one up + one down electron, levels -+Delta/2,
# U' = U-2J, basis |11>,|12>,|21>,|22> (up orbital, down orbital), energies in eV.
# Walker (cos a, sin a) x (cos b, sin b); trial T = |11> - r|22>; H = K - 1/2 sum v^2.
# Contrast: fixed node for an inversion-odd state in a 2D trap (wx=1, wy=2).
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.linalg import lu_factor, lu_solve, eigh

U0, J, DELTA = 4.0, 1.0, 3.0
I2 = np.eye(2); sz = np.diag([1.0, -1.0]); sx = np.array([[0.0, 1.0], [1.0, 0.0]])
n1 = np.diag([1.0, 0.0]); n2 = np.diag([0.0, 1.0])

def decomposition(U):
    Up = U - 2*J
    k = -0.5*DELTA*sz + 0.5*(U + Up + J)*I2
    f = [(np.sqrt(U)*n1, -np.sqrt(U)*n1), (np.sqrt(U)*n2, -np.sqrt(U)*n2),
         (np.sqrt(Up)*n1, -np.sqrt(Up)*n2), (np.sqrt(Up)*n2, -np.sqrt(Up)*n1),
         (np.sqrt(J)*sx, -np.sqrt(J)*sx)]
    return (k, k), f

def h_fermion(U):
    # Kanamori Hamiltonian from Jordan-Wigner operators, modes 1up,2up,1dn,2dn
    low = np.array([[0.0, 1.0], [0.0, 0.0]]); c = []
    for i in range(4):
        m = np.eye(1)
        for j in range(4):
            m = np.kron(m, sz if j < i else (low if j == i else I2))
        c.append(m)
    n = [x.T @ x for x in c]; Up = U - 2*J
    h = -0.5*DELTA*(n[0] + n[2] - n[1] - n[3]) + U*(n[0]@n[2] + n[1]@n[3])
    h = h + Up*(n[0]@n[3] + n[1]@n[2]) + (Up - J)*(n[0]@n[1] + n[2]@n[3])
    flip = c[0].T @ c[2] @ c[3].T @ c[1]; pair = c[0].T @ c[2].T @ c[3] @ c[1]
    h = h - J*(flip + flip.T) + J*(pair + pair.T)
    vac = np.zeros(16); vac[0] = 1.0
    B = np.array([c[i].T @ c[2+j].T @ vac for i in range(2) for j in range(2)]).T
    return B.T @ h @ B

def one_body(p):
    return np.kron(p[0], I2) + np.kron(I2, p[1])

for Utest in (3.0, 4.0):
    K_, F_ = decomposition(Utest)
    hs = one_body(K_) - 0.5*sum(one_body(p) @ one_body(p) for p in F_)
    assert np.allclose(hs, h_fermion(Utest), atol=1e-12)
H = h_fermion(U0); ev, evec = np.linalg.eigh(H)
root = np.hypot(DELTA, J); E0 = U0 - root; omega = 2*root
r0 = J/(DELTA + root); eta0 = np.arctan(r0)
psi0 = np.array([np.cos(eta0), 0, 0, -np.sin(eta0)])
psip = np.array([np.sin(eta0), 0, 0, np.cos(eta0)])
assert abs(ev[0] - E0) < 1e-12 and abs(abs(evec[:, 0] @ psi0) - 1) < 1e-12
assert np.allclose(H @ psip, (E0 + omega)*psip)

def flow(A, t):
    # angular velocity, log-norm growth and divergence produced by one-body matrix A
    c, s = np.cos(t), np.sin(t)
    au1, au2 = A[0, 0]*c + A[0, 1]*s, A[1, 0]*c + A[1, 1]*s
    ap1, ap2 = -A[0, 0]*s + A[0, 1]*c, -A[1, 0]*s + A[1, 1]*c
    g = c*au1 + s*au2
    return -s*au1 + c*au2, g, (-s*ap1 + c*ap2) - g

def solve_cp(r, U=U0, M=36, N=28, beta=2.5):
    # Galerkin solution of L^dagger chi = -E_c chi; S = a+b = w(d) sigma(y), d = a-b
    K, F = decomposition(U); kap = (1 - r)/(1 + r)
    Nd, Ns = 2*M + 40, 2*N + 30
    d = 2*np.pi*np.arange(Nd)/Nd; hd = 2*np.pi/Nd
    w = np.arccos(-kap*np.cos(d)); wp = -kap*np.sin(d)/np.sqrt(1 - (kap*np.cos(d))**2)
    y, wy = leg.leggauss(Ns)
    y = np.append(y, [-1.0, 1.0]); wy = np.append(wy, [0.0, 0.0]); Ns += 2
    sig = (np.sinh(beta*y)/np.sinh(beta))[:, None]
    sigp = (beta*np.cosh(beta*y)/np.sinh(beta))[:, None]
    a = (sig*w + d)/2; b = (sig*w - d)/2; jac = sigp*w; wt = wy[:, None]*jac*hd
    def field(p):
        al, ga, da = flow(p[0], a); be, gb, db = flow(p[1], b)
        return ga + gb, (al + be - sig*wp*(al - be))/jac, al - be, da + db
    C = np.zeros((3, 3, Ns, Nd)); diff_n = np.zeros((Ns, Nd))
    for p in F:
        g, Yy, Yd, div = field(p); diff_n += Yy**2
        for i, fi in enumerate((g, Yy, Yd)):
            for j, cj in enumerate((g - div, -Yy, -Yd)):
                C[i, j] += 0.5*fi*cj
    for i, fi in enumerate(field(K)[:3]):
        C[i, 0] -= fi
    cf = np.zeros((2*N + 1, N))
    for n in range(N):
        cf[2*n, n] = 1/np.sqrt(4*n + 3); cf[2*n + 2, n] = -1/np.sqrt(4*n + 3)
    P = (leg.legvander(y, 2*N) @ cf).T
    dP = (leg.legvander(y, 2*N - 1) @ leg.legder(cf, axis=0)).T
    m = np.arange(M)[:, None]; Cd = np.cos(m*d); dCd = -m*np.sin(m*d)
    dpart = (Cd, Cd, dCd); ykey = (0, 1, 0); ypart = (P, dP)
    def contract_d(coef, i, j):
        return np.matmul(dpart[i][None]*(coef*wt)[:, None, :], dpart[j].T)
    def contract_y(t, i, j):
        pp = (ypart[i].T[:, :, None]*ypart[j].T[:, None, :]).reshape(Ns, N*N)
        out = (t.reshape(Ns, M*M).T @ pp).reshape(M, M, N, N)
        return out.transpose(0, 2, 1, 3).reshape(M*N, M*N)
    grp = {}
    for i in range(3):
        for j in range(3):
            key = (ykey[i], ykey[j])
            grp[key] = grp.get(key, 0) + contract_d(C[i, j], i, j)
    A = sum(contract_y(t, *key) for key, t in grp.items())
    S = contract_y(contract_d(np.ones((Ns, Nd)), 0, 0), 0, 0)
    shift = -(U - root) + 0.3; lu = lu_factor(A - shift*S)
    x = np.zeros(M*N); x[0] = 1.0
    for _ in range(60):
        xn = lu_solve(lu, S @ x); mu = x @ xn; x = xn/np.linalg.norm(xn)
    # mu < 0 flips the sign of x at every pass; x is unit so mu is the inverse distance
    Ec = -(shift + 1/mu)
    assert np.linalg.norm(A @ x + Ec*(S @ x)) < 1e-7*np.linalg.norm(S @ x)
    cm = x.reshape(M, N).T; chi = P.T @ cm @ Cd; dchi = dP.T @ cm @ Cd
    tot = np.sum(wt*chi); chi /= tot; dchi /= tot
    assert chi.min() > -5e-3*chi.max()      # Perron vector, basis ripple allowed
    vec = np.array([np.cos(a)*np.cos(b), np.cos(a)*np.sin(b),
                    np.sin(a)*np.cos(b), np.sin(a)*np.sin(b)])
    psi = np.sum(vec*wt*chi, axis=(1, 2))
    flux = 0.5*jac[-2:]*diff_n[-2:]*dchi[-2:]*np.array([[1.0], [-1.0]])
    assert flux.min() > -2e-2*flux.max()
    return Ec, psi, np.sum(vec[:, -2:]*flux, axis=(1, 2))*hd, flux.sum()*hd

print(f"U = {U0:.1f} eV, U' = {U0-2*J:.1f} eV, J = {J:.1f} eV, Delta = {DELTA:.1f} eV")
print("spectrum (eV): " + " ".join(f"{e:.5f}" for e in ev))
print(f"E0 = {E0:.5f} eV, E+ - E0 = {omega:.5f} eV, r0 = {r0:.5f}, eta0 = {eta0:.5f} rad")
print("r, E_T-E0 (eV), E_c-E0 (eV), E_var-E0 (eV), c+/c0, kill rate (eV)")
scan = {}
for r in (0.08, 0.12, r0, 0.20, 0.25, 0.30, 0.40):
    Ec, psi, D, rate = solve_cp(r); T = np.array([1, 0, 0, -r])
    Emix = T @ H @ psi/(T @ psi); Evar = psi @ H @ psi/(psi @ psi)
    tolD = 5e-3*rate        # boundary derivative converges slower than the moments
    assert abs(Emix - Ec) < 1e-5
    assert np.linalg.norm(H @ psi - Ec*psi + D) < tolD
    assert abs(Ec - E0 - psi0 @ D/(psi0 @ psi)) < tolD/(psi0 @ psi)
    assert abs(Evar - Ec + psi @ D/(psi @ psi)) < tolD/np.linalg.norm(psi)
    assert abs(Ec - E0 - omega*(T @ psip)*(psi @ psip)/(T @ psi)) < 1e-5
    scan[r] = (Ec, psi, D, rate, Emix, Evar)
    print(f"{r:.4f} {T@H@T/(T@T)-E0:+.5f} {Ec-E0:+.5f} {Evar-E0:+.5f} "
          f"{psi@psip/(psi@psi0):+.5f} {rate:.4f}")

Ec, psi, D, rate, _, Evar = scan[r0]
assert abs(Ec - E0) < 1e-5 and Evar - E0 > 1e-5 and abs(psip @ D) > 1e-3
slope = -omega*(psi @ psip)/(psi @ psi0); dl = 0.004
bp = solve_cp(np.tan(eta0 + dl))[0] - E0; bm = solve_cp(np.tan(eta0 - dl))[0] - E0
assert bp*bm < 0 and abs((bp - bm)/(2*dl)/slope - 1) < 1e-2
print(f"exact trial: <Psi+|D> = {psip@D:+.5f} eV, <Psi0|Psi_c> = {psi0@psi:.5f}")
print(f"slope dE_c/d delta: formula {slope:+.5f}, difference {(bp-bm)/(2*dl):+.5f} eV/rad")
print(f"E_c-E0 at delta = +-{dl} rad: {bp:+.6f}, {bm:+.6f} eV")

rb = min(scan, key=lambda q: scan[q][0]); Ec, psi, D, rate, Emix, Evar = scan[rb]
T = np.array([1, 0, 0, -rb]); bias = Ec - E0
Ec2, psi2 = solve_cp(rb, M=28, N=22)[:2]; conv = abs(Ec2 - Ec)
assert conv < 1e-4 and abs(psi2 @ H @ psi2/(psi2 @ psi2) - Evar) < 1e-4
assert bias < -1e-3 and bias < -20*conv and Evar > E0
bias3 = solve_cp(rb, U=3.0)[0] - (3.0 - root)
assert abs(bias3 - bias) > max(1e-4, 20*conv)
print(f"example r = {rb:.4f}: kappa = {(1-rb)/(1+rb):.5f}")
print(f"Psi_c (11,22) = {psi[0]:+.5f} {psi[3]:+.5f}; D (11,22) = {D[0]:+.5f} {D[3]:+.5f} eV")
print(f"t0 = {T@psi0:.5f}, t+ = {T@psip:+.5f}, c0 = {psi@psi0:.5f}, c+ = {psi@psip:+.5f}")
print(f"<Psi0|D> = {psi0@D:+.5f} eV, <Psi_c|D> = {psi@D:+.5f} eV, |Psi_c|^2 = {psi@psi:.5f}")
print(f"E_c = {Ec:.5f} eV, E_mix = {Emix:.5f} eV, E_var = {Evar:.5f} eV")
print(f"bias = {bias:+.5f} eV = {1e3*bias:+.1f} meV; basis change {conv:.1e} eV")
print(f"bias with U = 3 eV, U' = 1 eV (H shifted by a constant): {bias3:+.5f} eV")

# Independent CPMC walk: force bias, kill on sign change, Brownian-bridge survival.
# The four density fields act as two Gaussians of variance U/2 and U'/2.
rng = np.random.default_rng(7); G, W, tau = 16, 1500, 0.01; n = G*W; st = np.sqrt(tau)
cm_, cp_, cx_ = np.sqrt(U0/2), np.sqrt((U0 - 2*J)/2), np.sqrt(J)
u1 = np.ones(n); u2 = np.zeros(n); v1 = np.ones(n); v2 = np.zeros(n); wgt = np.ones(n)
HT = H @ T; hk = np.exp(tau*DELTA/4); acc = np.zeros(G); neq, nmeas = 200, 900
for step in range(neq + nmeas):
    O = u1*v1 - rb*u2*v2
    fp = 2*cp_*(u1*v1 + rb*u2*v2); fx = cx_*(1 + rb)*(u2*v1 - u1*v2)
    sp = np.clip(st*fp/O, -1.5, 1.5); sxx = np.clip(st*fx/O, -1.5, 1.5)
    xi = rng.standard_normal((3, n))
    zp = st*cp_*(xi[1] + sp); zm = st*cm_*xi[0]; gam = st*cx_*(xi[2] + sxx)
    eu = hk*np.exp(zp + zm); ed = hk*np.exp(zp - zm); eg = np.exp(gam)
    ch = 0.5*(eg + 1/eg); sh = 0.5*(eg - 1/eg)
    p1, p2, q1, q2 = u1*eu, u2/eu, v1*ed, v2/ed
    p1, p2 = hk*(ch*p1 + sh*p2), (sh*p1 + ch*p2)/hk
    q1, q2 = hk*(ch*q1 - sh*q2), (ch*q2 - sh*q1)/hk
    On = p1*q1 - rb*p2*q2; alive = On > 0; Op = np.where(alive, On, 0.0)
    surv = -np.expm1(-2*O*Op/(tau*(fp**2 + fx**2) + 1e-300))
    wgt *= Op/O*surv*np.exp(-xi[1]*sp - xi[2]*sxx - 0.5*(sp**2 + sxx**2))
    nu = np.sqrt(p1**2 + p2**2); nv = np.sqrt(q1**2 + q2**2)
    u1 = np.where(alive, p1/nu, u1); u2 = np.where(alive, p2/nu, u2)
    v1 = np.where(alive, q1/nv, v1); v2 = np.where(alive, q2/nv, v2)
    if step >= neq:
        EL = (HT[0]*u1*v1 + HT[3]*u2*v2)/(u1*v1 - rb*u2*v2)
        acc += (wgt*EL).reshape(G, W).sum(1)/wgt.reshape(G, W).sum(1)
    if step % 4 == 3:
        cum = np.cumsum(wgt.reshape(G, W), axis=1)
        cum = cum/cum[:, -1:] + np.arange(G)[:, None]
        comb = (np.arange(W) + rng.random((G, 1)))/W + np.arange(G)[:, None]
        idx = np.minimum(np.searchsorted(cum.ravel(), comb.ravel(), side="right"), n - 1)
        u1, u2, v1, v2 = u1[idx], u2[idx], v1[idx], v2[idx]; wgt = np.ones(n)
est = acc/nmeas; Emc = est.mean(); err = est.std(ddof=1)/np.sqrt(G)
print(f"CPMC walk: tau = {tau} 1/eV, {G} x {W} walkers, {nmeas} measured steps")
print(f"E_mix(MC) = {Emc:.5f} +- {err:.5f} eV, minus E0 = {Emc-E0:+.5f} eV")
assert abs(Emc - Ec) < 4*err + 0.15*abs(bias)   # second term: O(tau) boundary error
assert Emc < E0 - 4*err

# Fixed node xi = 0 rotated by theta; half-plane xi > 0; units hbar*wx; E0 = 2.5
nx, ny, L = 40, 14, 7.0
xq, wq = leg.leggauss(200); xq = L*(xq + 1)/2; wq = L*wq/2
kx = np.pi*np.arange(1, nx + 1)/L; Sx = np.sqrt(2/L)*np.sin(kx[:, None]*xq)
X1 = (Sx*wq*xq) @ Sx.T; X2 = (Sx*wq*xq**2) @ Sx.T
big = np.diag(np.sqrt(np.arange(1, ny + 1)), 1); big = 0.5*(big + big.T)
e1 = big[:ny, :ny]; e2 = (big @ big)[:ny, :ny]
eq, we = leg.leggauss(120); eq = 5*eq; we = 5*we; z = np.sqrt(2)*eq
hf = [(2/np.pi)**0.25*np.exp(-z**2/2)]; hf.append(np.sqrt(2)*z*hf[0])
for k in range(1, ny - 1):
    hf.append(np.sqrt(2/(k + 1))*z*hf[k] - np.sqrt(k/(k + 1))*hf[k - 1])
hf = np.array(hf); E0fn = 1.5*1.0 + 0.5*2.0

def fixed_node(th):
    s, c = np.sin(th), np.cos(th)
    h = np.kron(np.diag(0.5*kx**2) + (0.5 + 1.5*s*s)*X2, np.eye(ny))
    h += np.kron(np.eye(nx), np.diag(2*np.arange(ny) + 1.0) - 1.5*s*s*e2) + 3*s*c*np.kron(X1, e1)
    e, v = eigh(h, subset_by_index=[0, 0]); Cc = v[:, 0].reshape(nx, ny)
    grid = Sx.T @ Cc @ hf; xi_, et = xq[:, None], eq[None, :]; w2 = wq[:, None]*we
    x, yv = xi_*c - et*s, xi_*s + et*c
    trial = xi_*np.exp(-xi_**2/2 - et**2)
    eloc = 2.5 + 0.5*x**2 + 2*yv**2 - 0.5*xi_**2 - 2*et**2
    emix = np.sum(w2*grid*trial*eloc)/np.sum(w2*grid*trial)
    deriv = np.sqrt(2/L)*(kx @ Cc) @ hf
    node0 = -eq*s*np.exp(-(eq*s)**2/2 - (eq*c)**2)
    fl = 0.5*np.sum(we*node0*deriv)/np.sum(w2*grid*x*np.exp(-x**2/2 - yv**2))
    return e[0], emix, fl

assert abs(fixed_node(0.0)[0] - E0fn) < 1e-8
print(f"fixed node: E0 = {E0fn:.1f} hbar wx; theta (rad), E_FN-E0, E_mix-E0, flux formula")
fb = {}
for th in (0.02, 0.04, 0.2):
    e, emix, fl = fixed_node(th); fb[th] = e - E0fn
    assert e > E0fn and abs(emix - e) < 1e-6 and abs(fl/(e - E0fn) - 1) < 2e-2
    print(f"{th:.2f} {e-E0fn:.4e} {emix-E0fn:.4e} {fl:.4e} hbar wx")
assert abs(fb[0.04]/fb[0.02]/4 - 1) < 0.05
print(f"bias ratio for doubled theta = {fb[0.04]/fb[0.02]:.4f}; "
      f"bias/theta^2 = {fb[0.02]/0.02**2:.4f} hbar wx")
print("every check passed")
```

Running it gives:

```
U = 4.0 eV, U' = 2.0 eV, J = 1.0 eV, Delta = 3.0 eV
spectrum (eV): 0.83772 1.00000 3.00000 7.16228
E0 = 0.83772 eV, E+ - E0 = 6.32456 eV, r0 = 0.16228, eta0 = 0.16088 rad
r, E_T-E0 (eV), E_c-E0 (eV), E_var-E0 (eV), c+/c0, kill rate (eV)
0.0800 +0.04145 -0.00805 +0.00155 -0.01565 1.1946
0.1200 +0.01086 -0.00461 +0.00195 -0.01756 1.1974
0.1623 +0.00000 +0.00000 +0.00231 -0.01914 1.2022
0.2000 +0.00843 +0.00469 +0.00260 -0.02029 1.2076
0.2500 +0.04463 +0.01148 +0.00294 -0.02157 1.2156
0.3000 +0.10723 +0.01876 +0.00324 -0.02265 1.2243
0.4000 +0.30021 +0.03424 +0.00376 -0.02438 1.2430
exact trial: <Psi+|D> = +0.08539 eV, <Psi0|Psi_c> = 0.70931
slope dE_c/d delta: formula +0.12102, difference +0.12101 eV/rad
E_c-E0 at delta = +-0.004 rad: +0.000487, -0.000481 eV
example r = 0.0800: kappa = 0.85185
Psi_c (11,22) = +0.69734 -0.12439; D (11,22) = +0.00557 +0.06963 eV
t0 = 0.99990, t+ = +0.08122, c0 = 0.70826, c+ = -0.01108
<Psi0|D> = -0.00566 eV, <Psi_c|D> = -0.00478 eV, |Psi_c|^2 = 0.50176
E_c = 0.82967 eV, E_mix = 0.82967 eV, E_var = 0.83927 eV
bias = -0.00805 eV = -8.0 meV; basis change 3.1e-09 eV
bias with U = 3 eV, U' = 1 eV (H shifted by a constant): -0.01131 eV
CPMC walk: tau = 0.01 1/eV, 16 x 1500 walkers, 900 measured steps
E_mix(MC) = 0.82959 +- 0.00031 eV, minus E0 = -0.00813 eV
fixed node: E0 = 2.5 hbar wx; theta (rad), E_FN-E0, E_mix-E0, flux formula
0.02 1.2734e-04 1.2734e-04 1.2739e-04 hbar wx
0.04 5.0955e-04 5.0955e-04 5.0975e-04 hbar wx
0.20 1.2895e-02 1.2895e-02 1.2900e-02 hbar wx
bias ratio for doubled theta = 4.0015; bias/theta^2 = 0.3184 hbar wx
every check passed
```
